Microcavity Rabi splitting and its conditions in reflection, transmission and absorption

**1. One coupling, several splittings**

A layer with an exciton at 1.5 eV and an oscillator strength of 5.0×10⁻⁴ per Å² sits in the middle of a planar cavity tuned to the same energy. The nominal Rabi splitting is 0.003466 eV. When the exciton damping is 0.0026 eV, the transmission spectrum has two peaks only 0.0016 eV apart, while absorption has one peak and reflection one minimum. The complex resonances of the same structure lie 0.0026 eV apart. With an oscillator strength 200 times smaller and a damping of 0.00002 eV, the resonances do not split at all, yet transmission and reflection each show a doublet.

The coupling is therefore one number, and the visible splitting is another that depends on the signal. Both are derived here from the oscillator strength per area, the index and effective length of the cavity, and the damping rates.

**2. Conventions and model**

The algebra uses atomic units, e = ħ = m = 1 and 4πε₀ = 1, with c the speed of light. Fields vary as exp(−iωt), so a decaying resonance has a negative imaginary part. Light falls at normal incidence through mirror 1. The cavity has a real, frequency-independent index n, which contains the response of everything except the exciton. The mirrors are lossless and transmit little.

The rates γ (exciton, non-radiative) and κ = κ₁ + κ₂ (cavity, through mirrors 1 and 2) are amplitude rates: the full width at half maximum of the empty-cavity line is 2κ, and that of Im χ, the imaginary part of the exciton susceptibility, is 2γ. A free layer also radiates, which widens its observed line (section 3). The exciton line is Lorentzian, without disorder, and the response is linear.

The oscillator strength per area, for one polarization, is

f_S = 2ω₀|d|²/S

where ω₀ is the exciton energy, S the area of the layer and d the transition dipole from the ground state, for instance from a Bethe-Salpeter calculation. For an exciton state normalized over S, |d|² grows in proportion to S, so f_S is finite.

**3. Response of the layer**

Let a field F cos ωt act on the ground state and the exciton, with amplitudes c₀ ≈ 1 and c₁, and take d real. To first order in F,

i dc₁/dt = ω₀c₁ − (dF/2)(e^{−iωt} + e^{iωt})

The driven solution is

c₁ = (dF/2)[e^{−iωt}/(ω₀−ω) + e^{iωt}/(ω₀+ω)]

and the induced dipole is

2d Re c₁ = dF cos ωt [1/(ω₀−ω) + 1/(ω₀+ω)] = [2ω₀d²/(ω₀²−ω²)] F cos ωt

Dividing by S gives the sheet susceptibility χ = f_S/(ω₀²−ω²). Damping is added phenomenologically:

χ = f_S/(ω₀² − ω² − 2iγω) ≈ f_S/[2ω₀(ω₀−ω−iγ)]

The last form uses ω₀+ω ≈ 2ω₀ and holds near resonance.

The layer is much thinner than the wavelength, so its polarization is a sheet at z = 0. With k = nω/c the wave equation is

E″ + k²E = −4π(ω²/c²) χ E(0) δ(z)

E is continuous, and integration across the sheet gives the jump of E′. Define

η = 2πωχ/(nc)

Then 4πω²χ/c² = 2kη. Dividing the jump by ik, and using −2kη/(ik) = 2iη, gives

[E′/(ik)] at 0⁺ − [E′/(ik)] at 0⁻ = 2iη E(0)   (1)

Near resonance

η = Γ₀/(ω₀−ω−iγ),  Γ₀ = πf_S/(nc)

To see what Γ₀ means, put the sheet in an unbounded medium. The field is e^{ikz} + r e^{−ikz} on the left and (1+r)e^{ikz} on the right. Equation (1) becomes (1+r) − (1−r) = 2iη(1+r), hence

r = iη/(1−iη) = iΓ₀/[ω₀−ω−i(γ+Γ₀)]

So Γ₀ is the amplitude rate at which the free sheet radiates. In the example Γ₀ = 2.496×10⁻⁵ eV. With a damping of 1.0×10⁻⁴ eV the peak reflectance should be (0.2496/1.2496)² = 0.0399, and a thin dielectric slab treated with Maxwell's equations gives the same value.

**4. The sheet between two mirrors**

Let q_j be the factor a wave acquires on going from the sheet to mirror j and back. To the right of the sheet a right-moving wave a returns as q₂a, so E(0) = a(1+q₂) and E′/(ik) = a(1−q₂). At 0⁺ this means

E′/(ik) = Y₂E(0),  Y_j = (1−q_j)/(1+q_j)

To the left, let B be the left-moving amplitude and s the amplitude that arrives from outside after a single pass through mirror 1. The right-moving amplitude is s + q₁B. Then E(0) = s + (1+q₁)B, and at 0⁻

E′/(ik) = s + q₁B − B = E(0) − 2B = −Y₁E(0) + 2s/(1+q₁)

Equation (1) now gives

(Y₁ + Y₂ − 2iη) E(0) = 2s/(1+q₁)   (2)

Mirror j lies at distance d_j from the sheet and has reflectance 1−T_j and reflection phase φ_j(ω). Thus q_j = √(1−T_j) exp[i(2nωd_j/c + φ_j)]. The sheet is placed at a field antinode of the mode at ω_c, which means that both q_j are real and positive there. Expanding the phase to first order, and using ln√(1−T_j) ≈ −T_j/2,

q_j ≈ exp(−ε_j),  ε_j = T_j/2 − i(ω−ω_c)τ_j,  τ_j = 2nd_j/c + φ_j′

where φ_j′ = dφ_j/dω. Since (1−e^{−ε})/(1+e^{−ε}) = tanh(ε/2) ≈ ε/2,

Y₁ + Y₂ ≈ (T₁+T₂)/4 − i(ω−ω_c)(τ₁+τ₂)/2

Let τ = (τ₁+τ₂)/2 = nL_eff/c. With d₁ + d₂ = L_c, the distance between the mirrors,

L_eff = L_c + (c/2n)(φ₁′ + φ₂′)   (3)

The second term measures the delay of light inside the mirrors. Setting κ_j = T_j/(4τ),

Y₁ + Y₂ = −iτ(ω−ω_c+iκ)

The sheet term is −2iη = +2iΓ₀/(ω−ω₀+iγ). Adding the two,

Y₁ + Y₂ − 2iη = −iτ[ω−ω_c+iκ − g²/(ω−ω₀+iγ)]   (4)

g² = 2Γ₀/τ = 2πf_S/(n²L_eff)   (5)

In SI units the coupling energy is ħ√[e²f_S/(2ε₀mn²L_eff)], because 2π in atomic units stands for 2πe²/(4πε₀m) = e²/(2ε₀m).

The nominal Rabi splitting is 2g. It grows as the square root of f_S and falls as the square root of L_eff.

**5. The number for the example**

The cavity has index 3.5 and is one wavelength long, L_c = 2361.6 Å. Each mirror has 15 pairs of quarter-wave layers with indices 3.0 and 3.5, with air outside. The computed phase derivative gives L_eff = 9370.4 Å, nearly four times L_c. Using L_c in equation (5) would overestimate g by √(9370.4/2361.6) = 1.99.

Since c = ω₀λ/(2π), with vacuum wavelength λ = 8265.6 Å, equation (5) can be evaluated in eV and Å:

g² = Γ₀ω₀λ/(πnL_eff) = (2.496×10⁻⁵)(1.5)(8265.6)/(π × 3.5 × 9370.4) = 3.00×10⁻⁶ eV²

so g = 0.001733 eV and 2g = 0.003466 eV, or 1.2737×10⁻⁴ hartree. One mirror transmits 0.01115, and

κ = 2T₁/(4τ) = T₁ω₀λ/(4πnL_eff) = 0.000335 eV

The expansion of q_j requires T_j and |ω−ω_c|τ to be small. For spectra within a few g or κ of the centre, this means small gτ and κτ. A resonance can lie as far as about γ below the real axis, so the resonances also need small γτ. Here gτ = 2Γ₀/g = 0.029 and κτ = T₁/2 = 0.006. For the broad exciton γτ is 0.04.

**6. Splitting of the resonances**

From here on ω_c = ω₀ and x = ω−ω₀. A resonance is a field without a source, so the bracket in (4) vanishes:

D = (x+iκ)(x+iγ) − g² = 0

This is x² + i(κ+γ)x − κγ − g² = 0. Since −(κ+γ)²/4 + κγ = −(κ−γ)²/4,

x = −i(κ+γ)/2 ± √[g² − (κ−γ)²/4]   (6)

The real parts differ only if g > |κ−γ|/2. Below that value both resonances sit at ω₀ and differ in their decay rates. The condition contains the difference of the rates, whereas the width of each split resonance contains their sum. Hence the resonances can be split by less than their width.

**7. Transmission, absorption and reflection**

To leading order 1+q_j ≈ 2. Equations (2) and (4) then give

E(0) = i s (x+iγ)/(τD)

Measure energy flux so that the incident flux is 1 and a travelling wave of amplitude a in the cavity carries |a|². Then |s|² = T₁ = 4τκ₁. The wave running towards mirror 2 has amplitude E(0)/(1+q₂) ≈ E(0)/2, and a fraction T₂ = 4τκ₂ of its flux leaves:

T = T₂|E(0)|²/4 = 4κ₁κ₂(x²+γ²)/|D|²   (7)

The net flux to the right is Re{E* E′/(ik)}. By (1), the flux lost in the sheet is −Re(2iη)|E(0)|² = 2 Im η |E(0)|², with Im η = Γ₀γ/(x²+γ²). Using 2Γ₀ = g²τ,

A = 2Γ₀γ·4τκ₁/(τ²|D|²) = 4κ₁γg²/|D|²   (8)

The mirrors absorb nothing, so R = 1 − T − A.

Now write u = x². Separating real and imaginary parts, D = (u−κγ−g²) + ix(κ+γ), so

|D|² = (u−κγ−g²)² + u(κ+γ)² = u² + pu + q

p = κ² + γ² − 2g²,  q = (g²+κγ)²

Transmission is proportional to (u+b)/|D|² with b = γ². From (7) and (8),

1−R = 4κ₁[κ₂(u+γ²) + γg²]/|D|² = 4κ₁κ₂(u+b)/|D|²,  b = γ² + γg²/κ₂

Both signals thus have one form. The derivative of (u+b)/(u²+pu+q) has the sign of

u² + pu + q − (u+b)(2u+p) = −u² − 2bu + q − bp   (9)

For u ≥ 0 and b > 0 this expression falls steadily. If q > bp it starts positive and crosses zero once, so the signal has two maxima at x = ±√u with

u = √(b² − bp + q) − b   (10)

If q ≤ bp there is a single maximum at x = 0. A maximum of 1−R is a minimum of R, and the splitting in reflection means the distance between two such minima. Absorption has a constant numerator, so its maxima are the minima of |D|², at u = −p/2 if p < 0.

**8. The three splittings and their conditions**

Each splitting is Ω = 2√u.

*Absorption.* From u = −p/2,

u_A = g² − (κ²+γ²)/2

condition: g² > (κ²+γ²)/2   (11)

*Transmission.* With b = γ²,

b² − bp + q = γ⁴ − γ²κ² − γ⁴ + 2γ²g² + g⁴ + 2g²κγ + κ²γ² = g⁴ + 2g²γ(κ+γ)

u_T = √[g⁴ + 2g²γ(κ+γ)] − γ²

Requiring u_T > 0 gives g⁴ + 2γ(κ+γ)g² − γ⁴ > 0, a quadratic in g² with one positive root.

condition: g² > γ[√((κ+γ)²+γ²) − (κ+γ)]   (12)

*Reflection, equal mirrors.* Now κ₂ = κ/2 and b = γ² + 2γg²/κ. The three terms are

b² = γ⁴ + 4γ³g²/κ + 4γ²g⁴/κ²

−bp = −γ²κ² − γ⁴ + 2γ²g² − 2κγg² − 2γ³g²/κ + 4γg⁴/κ

q = g⁴ + 2κγg² + κ²γ²

Their sum is g⁴(1+2γ/κ)² + 2g²γ²(1+γ/κ), so

u_R = √[g⁴(1+2γ/κ)² + 2g²γ²(1+γ/κ)] − 2g²γ/κ − γ²

The condition q − bp > 0 uses the last two lines. With s = γ/κ it reads (1+4s)g⁴ + 2γ²(1−s)g² − γ⁴ > 0. Since (1−s)² + 1 + 4s = s² + 2s + 2,

condition: g² > γ²[s − 1 + √(s²+2s+2)]/(1+4s)   (13)

For unequal mirrors, use (10) with b = γ² + γg²/κ₂.

*Order.* At the maximum (9) vanishes, so (u+b)(2u+p) = |D|² > 0 and 2u+p is positive. Differentiating u² + 2bu + bp − q = 0 with respect to b gives du/db = −(2u+p)/(2u+2b) < 0. The reflection value of b exceeds the transmission value, so u_R < u_T. Also 2u+p > 0 means u > −p/2 = u_A. Counting an unsplit signal as zero,

Ω_A ≤ Ω_R ≤ Ω_T

If mirror 2 closes, κ₂ → 0, then b → ∞ and Ω_R → Ω_A: all light that is not reflected is absorbed.

**9. Limits**

*Large coupling.* Expanding the square roots for g much larger than κ and γ gives, with equal mirrors in the case of u_R,

u_A = g² − (κ²+γ²)/2,  u_R ≈ g² − γ³/(κ+2γ),  u_T ≈ g² + κγ

The transmission splitting can therefore exceed 2g. The factor x²+γ² in (7) grows away from the centre and pushes the maxima outwards.

*Narrow exciton, γ ≪ κ.* The thresholds become

- transmission: g² > γ³/(2κ)
- reflection, equal mirrors: g² > (√2−1)γ²
- resonances: g > κ/2
- absorption: g > κ/√2

A doublet in transmission or reflection is then no evidence of split resonances. At x = 0, equation (7) gives

T = (4κ₁κ₂/κ²)/(1+C)²,  C = g²/(κγ)

The exciton adds a loss g²/γ to the cavity loss κ and so cuts a dip into a single broad cavity line.

*Broad exciton, γ ≫ κ.* The thresholds for g² tend to γ²/4 for the resonances, (√2−1)γ² for transmission and γ²/2 for both reflection and absorption. Here the resonances split first, and none of the three signals shows it at once.

At each threshold u starts from zero, so the two extrema emerge close together with a vanishing dip between them. The conditions state when two extrema exist, not when an instrument can resolve them.

**10. Reading the numbers**

Energies in this list are in eV, and the mirrors are equal unless stated.

*Strong, narrow exciton* (γ = 0.0005, κ = 0.000335, 2g = 0.003466). The splittings are 0.003360 in absorption, 0.003411 in reflection and 0.003547 in transmission, in the derived order, with transmission above 2g. For absorption the arithmetic is u_A = 3.003×10⁻⁶ − (0.112+0.250)×10⁻⁶/2 = 2.822×10⁻⁶ eV², and 2√u_A = 0.00336.

*Broad exciton* (γ = 0.0026, same g and κ). The threshold values of g are 0.001854 for absorption, 0.001813 for reflection, 0.001601 for transmission and 0.001132 for the resonances. The actual g = 0.001733 exceeds only the last two. This is the first puzzle of section 1. The resonances are 0.0026 apart, but each has a full width κ+γ = 0.0029.

*Weak, narrow exciton* (f_S = 2.5×10⁻⁶ per Å², γ = 0.00002, 2g = 0.000245). Now g = 0.00012 is below |κ−γ|/2 = 0.00016, so the resonances are unsplit. Transmission nevertheless splits by 0.000287 and reflection by 0.000245, while absorption has one peak. With C ≈ 2.2 the transmission at the centre drops to about a tenth of its empty-cavity value. This is the second puzzle.

*Unequal mirrors* (15 pairs in front, 20 behind, γ = 0.0005). The reflection splitting, 0.003385, lies only 0.00001 above the absorption splitting, 0.003375. With equal mirrors the gap was 0.00005. The change is in the direction expected for a more closed back mirror, but part of it comes from the smaller total κ (0.000203 instead of 0.000335). With the same two mirrors exchanged, 20 pairs in front and 15 behind, the gap is about 0.00004.

These formulas were tested against Maxwell's equations for the whole layer stack, with the exciton as a thin slab of Lorentz permittivity. The largest difference between the spectra is about 0.003 of the incident flux. The largest discrepancy in a splitting is 0.000008 eV, in transmission for the broad exciton, or 0.5% of that splitting. For γ = 0.0026 eV, each signal had one extremum at 0.85 times its critical f_S and two at 1.15 times. The values are in the numerical output below.

**11. Using the result**

1. Compute f_S = 2ω₀|d|²/S for the polarization in use. If several degenerate excitons with the same damping couple to it, add their |d|², because linear responses add. With different dampings the sum is no longer a single Lorentzian, and the formulas here do not apply.
2. Compute each mirror's reflection amplitude as seen from inside the cavity. Take T_j and φ_j′ at ω₀, with the phase sign belonging to exp(−iωt), and form L_eff from (3).
3. Obtain g from (5) and κ_j = T_jc/(4nL_eff). Half the measured full width of the empty cavity is κ. Half the measured full width of the free layer is γ plus its radiative rate, which must be subtracted to obtain γ. That rate is Γ₀ for a layer in an unbounded medium with the cavity index n. For a layer lying directly between semi-infinite media of indices n_a and n_b it is 2πf_S/[(n_a+n_b)c], which is larger in air than in the cavity material. A nearby surface changes the rate by interference. Equation (2) with q₂ = 0 gives Γ₀(1 + Re q₁), where q₁ is the round-trip factor to that surface. Under a cap of index 3.5 against air this is 0.44 Γ₀ for a cap a quarter wavelength thick and 1.56 Γ₀ for half a wavelength, with the wavelength taken in the material.
4. Choose the condition that belongs to the measured signal. To infer g from a measured doublet, invert the formula for that signal instead of setting Ω = 2g.

The formulas need amendment when the cavity is detuned, since the spectra are then no longer even in x. The same holds when the mirrors absorb, because R = 1−T−A then lacks a term, and when disorder makes the exciton line non-Lorentzian. Real indices depend on frequency. Then φ_j′ must be taken from the dispersive mirrors, and L_c in (3) becomes (n_g/n)L_c with the group index n_g = n + ω dn/dω, because the phase 2nωd_j/c has the derivative 2n_g d_j/c. For assumed slopes dn/dω of 0.3 and 0.1 per eV in the high- and low-index layers, the absorption splitting of the strong, narrow case falls from 0.00336 to 0.00320 eV. If gτ or κτ is not small, equation (2) should be solved without expanding q_j. For the complex resonances the same applies if γτ is not small. If g is not small against ω₀, the full χ of section 3 must be kept as well.

Table of computed values

```
exciton and cavity energy: 1.500 eV
indices high, low, outside: 3.5 3.0 1.0
vacuum wavelength: 8265.6 angstrom
cavity length L_c: 2361.6 angstrom
effective length L_eff, 15+15 pairs: 9370.4 angstrom
transmission of one 15-pair mirror: 0.01115
main f_S: 5.00e-04 per square angstrom
squared dipole per area f_S/(2 w0): 1.270e-03 (a.u.)
free-sheet radiative rate Gamma0: 2.496e-05 eV
free-sheet test damping: 1.0e-04 eV
free-sheet peak R, slab and formula: 0.03989 0.03989
main coupling g: 0.001733 eV
main nominal splitting 2g: 0.003466 eV = 1.2737e-04 hartree
CASE strong narrow: pairs 15+15, f_S 5.0e-04 per square angstrom
  gamma 0.00050, kappa 0.000335, 2g 0.003466 eV
  formula A, R, T, poles: 0.003360 0.003411 0.003547 0.003462 eV
  stack   A, R, T, poles: 0.003359 0.003411 0.003548 0.003462 eV
  largest deviation of the spectra: 0.0026
CASE broad: pairs 15+15, f_S 5.0e-04 per square angstrom
  gamma 0.00260, kappa 0.000335, 2g 0.003466 eV
  formula A, R, T, poles: 0.000000 0.000000 0.001608 0.002624 eV
  stack   A, R, T, poles: 0.000000 0.000000 0.001616 0.002625 eV
  largest deviation of the spectra: 0.0016
CASE weak narrow: pairs 15+15, f_S 2.5e-06 per square angstrom
  gamma 0.00002, kappa 0.000335, 2g 0.000245 eV
  formula A, R, T, poles: 0.000000 0.000245 0.000287 0.000000 eV
  stack   A, R, T, poles: 0.000000 0.000245 0.000287 0.000000 eV
  largest deviation of the spectra: 0.0028
CASE unequal mirrors: pairs 15+20, f_S 5.0e-04 per square angstrom
  gamma 0.00050, kappa 0.000203, 2g 0.003460 eV
  formula A, R, T, poles: 0.003375 0.003385 0.003508 0.003448 eV
  stack   A, R, T, poles: 0.003375 0.003384 0.003508 0.003447 eV
  largest deviation of the spectra: 0.0030
THRESHOLDS at gamma 0.0026 eV, 15+15 pairs
  absorption: g 0.001854 eV, f_S 5.721e-04 per square angstrom
    extrema at 0.85 and 1.15 of this f_S: 1 2
  reflection: g 0.001813 eV, f_S 5.472e-04 per square angstrom
    extrema at 0.85 and 1.15 of this f_S: 1 2
  transmission: g 0.001601 eV, f_S 4.268e-04 per square angstrom
    extrema at 0.85 and 1.15 of this f_S: 1 2
  poles: g 0.001132 eV
```
